# Why discarding boundary-cut capture zones can bias the mean area: a numerical check

```python
# RESULT UNDER TEST
# Zones (Voronoi cells) of a homogeneous island pattern are kept only if they
# lie wholly inside a square image of side W.  The pooled kept mean area is
#     <A p>/<p>,   p = max(0, 1 - wx/W) * max(0, 1 - wy/W),
# A = zone area, wx and wy = bounding-box widths of the zone.
# The bias against the true mean 1/N (N = island density) is negative when
# A and p are negatively correlated.  Lengths are in nm, areas in nm^2.
import numpy as np
from scipy.spatial import Voronoi, cKDTree

rng = np.random.default_rng(20417)
DENSITY = 0.004          # islands per nm^2
BOX = 1600.0             # side of the periodic surface
IMAGE = 100.0            # side of the image
EXCLUSION = 8.0          # minimum island distance in the depletion model
RUNS = 6
COUNT = int(round(DENSITY * BOX**2))
TRUE_MEAN = 1 / DENSITY


def extremes(owner, low_values, high_values, count):
    """Smallest and largest coordinates belonging to each owner."""
    order = np.argsort(owner, kind="stable")
    ids, starts = np.unique(owner[order], return_index=True)
    low = np.full((count, 2), -np.inf)
    high = np.full((count, 2), np.inf)
    low[ids] = np.minimum.reduceat(low_values[order], starts, axis=0)
    high[ids] = np.maximum.reduceat(high_values[order], starts, axis=0)
    return low, high


def zones(points):
    """Area, perimeter, bounding box of each cell and of its disc union."""
    count = len(points)
    diagram = Voronoi(points)
    pair = np.asarray(diagram.ridge_points)
    ends = np.asarray(diagram.ridge_vertices)
    is_open = (ends < 0).any(axis=1)
    unbounded = np.zeros(count, bool)
    unbounded[pair[is_open].ravel()] = True
    pair, ends = pair[~is_open], ends[~is_open]
    corner = diagram.vertices[ends]
    length = np.linalg.norm(corner[:, 0] - corner[:, 1], axis=1)
    gap = np.linalg.norm(points[pair[:, 0]] - points[pair[:, 1]], axis=1)
    owner = pair.T.ravel()
    area = np.bincount(owner, np.tile(length * gap / 4, 2), count)
    perimeter = np.bincount(owner, np.tile(length, 2), count)
    owners = np.tile(owner, 2)
    corners = np.concatenate([np.tile(corner[:, 0], (2, 1)),
                              np.tile(corner[:, 1], (2, 1))])
    radius = np.linalg.norm(corners - points[owners], axis=1)[:, None]
    low, high = extremes(owners, corners, corners, count)
    disc_low, disc_high = extremes(owners, corners - radius,
                                   corners + radius, count)
    for lower, upper in ((low, high), (disc_low, disc_high)):
        lower[unbounded] = -np.inf
        upper[unbounded] = np.inf
    return dict(area=area, perimeter=perimeter, low=low, high=high,
                disc_low=disc_low, disc_high=disc_high, unbounded=unbounded)


def periodic_zones(points, margin=150.0):
    copies = [points]
    for i in (-1, 0, 1):
        for j in (-1, 0, 1):
            if i or j:
                moved = points + BOX * np.array([i, j])
                near = ((moved > -margin) & (moved < BOX + margin)).all(axis=1)
                copies.append(moved[near])
    cells = zones(np.concatenate(copies))
    return {name: value[:len(points)] for name, value in cells.items()}


def depleted_islands():
    """Random sequential placement with an exclusion distance."""
    trial = rng.random((40000, 2)) * BOX
    pairs = cKDTree(trial, boxsize=BOX).query_pairs(
        EXCLUSION, output_type="ndarray")
    pairs = np.sort(pairs, axis=1)
    pairs = pairs[np.argsort(pairs[:, 1], kind="stable")]
    accepted = [True] * len(trial)
    for earlier, later in pairs.tolist():
        if accepted[earlier]:
            accepted[later] = False
    chosen = trial[np.array(accepted)]
    assert len(chosen) >= COUNT
    return chosen[:COUNT]


def fit_probability(width, side):
    return np.clip(1 - width / side, 0, None).prod(axis=1)


def kept_mean(area, weight):
    return np.sum(area * weight) / np.sum(weight)


def kept_frequency(cells, side, frames=100):
    """Direct measurement: tile the surface with randomly shifted images."""
    kept = np.zeros(len(cells["area"]))
    for _ in range(frames):
        shift = rng.random(2) * side
        kept += (np.floor((cells["low"] - shift) / side)
                 == np.floor((cells["high"] - shift) / side)).all(axis=1)
    return kept / frames


def covariance(a, b):
    return np.mean((a - a.mean()) * (b - b.mean()))


def ratio_with_error(sums):
    """Pooled ratio and its standard error from per-image sums."""
    top, bottom = np.array(sums).T
    ratio = top.sum() / bottom.sum()
    return ratio, np.sqrt(np.sum((top - ratio * bottom)**2)) / bottom.sum()


print(f"Island density: {DENSITY:.4f} nm^-2; true mean area: {TRUE_MEAN:.1f} nm^2")
print(f"Mean spacing 1/sqrt(N): {DENSITY**-0.5:.2f} nm; exclusion: {EXCLUSION:.1f} nm")
print(f"Image side: {IMAGE:.0f} nm; mean islands per image: {DENSITY*IMAGE**2:.0f}")
print(f"Islands simulated per model: {RUNS*COUNT}")

patterns = {"Poisson": [rng.random((COUNT, 2)) * BOX for _ in range(RUNS)],
            "depletion": [depleted_islands() for _ in range(RUNS)]}
store = {}
for name, runs in patterns.items():
    parts = [periodic_zones(points) for points in runs]
    for part in parts:
        assert abs(part["area"].mean() / TRUE_MEAN - 1) < 1e-8
    cells = {key: np.concatenate([part[key] for part in parts])
             for key in parts[0]}
    area = cells["area"]
    width = cells["high"] - cells["low"]
    store[name] = (parts, cells, width)
    print(f"[{name}] relative std of area: {area.std()/area.mean():.3f}; "
          f"mean width: {width.mean():.2f} nm; largest: {width.max():.1f} nm")
    print(f"[{name}] correlation of area and x-width: "
          f"{np.corrcoef(area, width[:, 0])[0, 1]:.3f}")
    cov_width = covariance(area, width.sum(axis=1))
    cov_perimeter = 2 * covariance(area, cells["perimeter"]) / np.pi
    assert cov_width > 0
    assert abs(cov_width / cov_perimeter - 1) < 0.03   # sampling noise
    print(f"[{name}] Cov(A,wx+wy): {cov_width:.0f} nm^3; "
          f"2Cov(A,P)/pi: {cov_perimeter:.0f} nm^3")
    for side in (50.0, 100.0, 200.0, 400.0):
        chance = fit_probability(width, side)
        formula = kept_mean(area, chance) - TRUE_MEAN
        frequency = kept_frequency(cells, side)
        direct = kept_mean(area, frequency) - TRUE_MEAN
        estimate = -cov_perimeter / side
        assert abs(direct - formula) < 0.5             # finite frame number
        assert direct < 0 and formula < 0
        if side == 400.0:
            assert abs(formula / estimate - 1) < 0.1
        print(f"[{name}] side {side:.0f} nm, bias: direct {direct:.2f}, "
              f"formula {formula:.2f}, large-image {estimate:.2f} nm^2")
        if side == IMAGE:
            by_run = [kept_mean(a, p) - TRUE_MEAN for a, p in
                      zip(area.reshape(RUNS, -1), chance.reshape(RUNS, -1))]
            run_error = np.std(by_run, ddof=1) / np.sqrt(RUNS)
            assert formula < -5 * run_error
            summary = (formula, run_error, chance.mean(), frequency)
    formula, run_error, mean_chance, frequency = summary
    print(f"[{name}] 100 nm image: kept mean {TRUE_MEAN+formula:.1f} nm^2, "
          f"bias {100*formula/TRUE_MEAN:.2f} %, std. error {run_error:.2f} nm^2")
    print(f"[{name}] 100 nm image: fraction of zones kept {mean_chance:.3f}")

parts, cells, width = store["depletion"]
area = cells["area"]
plain_bias = formula

# Is size the cause?  Measured cut fractions by area, then at equal area.
order = np.argsort(area)
groups = np.array_split(order, 4)
cut = [1 - frequency[group].mean() for group in groups]
assert np.all(np.diff(cut) > 0)
print("Cut fraction by area quartile, small to large: "
      + ", ".join(f"{value:.3f}" for value in cut))
print("Mean area in these quartiles (nm^2): "
      + ", ".join(f"{area[group].mean():.0f}" for group in groups))
similar = np.where(np.abs(area / TRUE_MEAN - 1) < 0.02)[0]
extent = width[similar].sum(axis=1)
wide = extent > np.median(extent)
cut_wide = 1 - frequency[similar[wide]].mean()
cut_narrow = 1 - frequency[similar[~wide]].mean()
assert cut_wide > cut_narrow + 0.005
print(f"Cut fraction, area within 2 % of mean: wider half {cut_wide:.3f}, "
      f"narrower half {cut_narrow:.3f}")

# Scatter of single images, compared with the persistent bias.
low_tile = np.floor(cells["low"] / IMAGE)
inside = (low_tile == np.floor(cells["high"] / IMAGE)).all(axis=1)
per_side = int(BOX / IMAGE)
run_index = np.repeat(np.arange(RUNS), COUNT)
tile = low_tile.astype(int) % per_side
label = (run_index * per_side + tile[:, 0]) * per_side + tile[:, 1]
images = RUNS * per_side**2
number = np.bincount(label[inside], minlength=images)
assert number.min() > 0
image_mean = np.bincount(label[inside], area[inside], images) / number
print(f"Single images: kept zones {number.mean():.1f}, std of kept mean "
      f"{image_mean.std():.1f} nm^2")
print(f"Average of single-image means minus truth: "
      f"{image_mean.mean()-TRUE_MEAN:.2f} nm^2")
print(f"Fraction of single images with kept mean below truth: "
      f"{np.mean(image_mean < TRUE_MEAN):.3f}")
seeds = np.concatenate(patterns["depletion"])
seed_tile = np.floor(seeds / IMAGE).astype(int)
seed_label = (run_index * per_side + seed_tile[:, 0]) * per_side + seed_tile[:, 1]
seed_number = np.bincount(seed_label, minlength=images)
print(f"Image area / island count, single images: mean "
      f"{np.mean(IMAGE**2/seed_number):.1f}, std "
      f"{np.std(IMAGE**2/seed_number):.1f} nm^2")

# Diagrams drawn from visible islands only, and the disc-union correction.
naive, true_same, corrected = [], [], []
wrong = kept_total = 0
for points, part in zip(patterns["depletion"], parts):
    for _ in range(2):
        local = (points - rng.random(2) * IMAGE) % BOX
        tile = np.floor(local / IMAGE).astype(int)
        key = tile[:, 0] * per_side + tile[:, 1]
        order = np.argsort(key, kind="stable")
        splits = np.searchsorted(key[order], np.arange(1, per_side**2))
        for member in np.split(order, splits):
            seen = local[member] - tile[member] * IMAGE
            drawn = zones(seen)
            true_area = part["area"][member]
            closed = ~drawn["unbounded"]
            drawn_width = drawn["high"][closed] - drawn["low"][closed]
            true_width = (part["high"] - part["low"])[member][closed]
            # removing islands can only enlarge the zones that remain
            assert np.all(drawn["area"][closed] >= true_area[closed] - 1e-5)
            assert np.all(drawn_width >= true_width - 1e-5)
            keep = ((drawn["low"] >= 0) & (drawn["high"] <= IMAGE)).all(axis=1)
            naive.append((drawn["area"][keep].sum(), keep.sum()))
            true_same.append((true_area[keep].sum(), keep.sum()))
            wrong += np.sum(drawn["area"][keep] > true_area[keep] + 1e-5)
            kept_total += keep.sum()
            safe = ((drawn["disc_low"] >= 0)
                    & (drawn["disc_high"] <= IMAGE)).all(axis=1)
            assert np.allclose(drawn["area"][safe], true_area[safe], atol=1e-5)
            span = drawn["disc_high"][safe] - drawn["disc_low"][safe]
            weight = 1 / (1 - span / IMAGE).prod(axis=1)
            corrected.append(((weight * drawn["area"][safe]).sum(), weight.sum()))
disc_width = cells["disc_high"] - cells["disc_low"]
assert disc_width.max() < IMAGE
naive_mean, naive_error = ratio_with_error(naive)
same_mean, _ = ratio_with_error(true_same)
fixed_mean, fixed_error = ratio_with_error(corrected)
assert abs(fixed_mean - TRUE_MEAN) < 4 * fixed_error
print(f"Visible islands only: bias {naive_mean-TRUE_MEAN:.2f} nm^2, "
      f"std. error {naive_error:.2f} nm^2")
print(f"Same kept islands with their true areas: bias "
      f"{same_mean-TRUE_MEAN:.2f} nm^2")
print(f"Fraction of uncut drawn zones that are too large: {wrong/kept_total:.4f}")
print(f"Disc-union correction: mean {fixed_mean:.2f} nm^2, "
      f"std. error {fixed_error:.2f} nm^2")
print(f"Largest disc-union width: {disc_width.max():.1f} nm")

# Counterexample: pooled images of two regions with rectangular lattices.
def mean_number_fitting(period):
    total = 0
    for start in (np.arange(2000) + 0.5) / 2000 * period:
        edges = start + period * np.arange(60)
        total += np.sum(edges[1:] <= IMAGE)
    return total / 2000


shapes = np.array([[16.0, 16.0], [40.0, 5.0]])
lattice_area = shapes.prod(axis=1)
fitting = np.array([mean_number_fitting(a) * mean_number_fitting(b)
                    for a, b in shapes])
lattice_true = 2 / np.sum(1 / lattice_area)
lattice_direct = kept_mean(lattice_area, fitting)
lattice_formula = kept_mean(lattice_area,
                            fit_probability(shapes, IMAGE) / lattice_area)
assert abs(lattice_direct - lattice_formula) < 0.05
assert lattice_direct > lattice_true + 1
print("Counterexample zones: " + " and ".join(
    f"{a:.0f} x {b:.0f} nm ({a*b:.0f} nm^2)" for a, b in shapes))
print(f"Counterexample: true mean {lattice_true:.2f}, kept mean "
      f"{lattice_direct:.2f}, bias {lattice_direct-lattice_true:+.2f} nm^2")

# Finite islands: zones bounded by equal distance from the island edges.
def pixel_biases(points, radii, pixels):
    step = BOX / pixels
    axis = (np.arange(pixels) + 0.5) * step
    grid = np.stack(np.meshgrid(axis, axis, indexing="ij"), -1).reshape(-1, 2)
    distance, near = cKDTree(points, boxsize=BOX).query(grid, k=6)
    result = []
    for radius in (np.zeros(COUNT), radii):
        choice = np.argmin(distance - radius[near], axis=1)
        owner = near[np.arange(len(grid)), choice]
        offset = (grid - points[owner] + BOX / 2) % BOX - BOX / 2
        low, high = extremes(owner, offset, offset, COUNT)
        pixel_area = np.bincount(owner, minlength=COUNT) * step**2
        assert pixel_area.min() > 0
        chance = fit_probability(high - low + step, IMAGE)
        result.append(kept_mean(pixel_area, chance) - TRUE_MEAN)
    return result


coverage = 0.1
first = parts[0]
radii = np.sqrt(coverage * first["area"] / np.pi)
polygon = kept_mean(first["area"], fit_probability(
    first["high"] - first["low"], IMAGE)) - TRUE_MEAN
coarse = pixel_biases(patterns["depletion"][0], radii, 500)
fine = pixel_biases(patterns["depletion"][0], radii, 1000)
assert abs(fine[0] - polygon) < 0.4                    # pixel resolution
print(f"Finite islands: coverage {coverage:.1f} ML, mean radius "
      f"{radii.mean():.2f} nm")
print(f"One surface, point islands: polygon bias {polygon:.2f}, "
      f"pixel bias {fine[0]:.2f} nm^2")
print(f"One surface, finite islands: pixel bias {fine[1]:.2f} nm^2")
print(f"Shift from {BOX/500:.1f} to {BOX/1000:.1f} nm pixels: point "
      f"{fine[0]-coarse[0]:+.2f}, finite {fine[1]-coarse[1]:+.2f} nm^2")
length_error = 0.02
print(f"Scanner length error {100*length_error:.0f} %: area error "
      f"{((1+length_error)**2-1)*TRUE_MEAN:.1f} nm^2")
print(f"Images at which scatter of the average equals the bias: "
      f"{(image_mean.std()/plain_bias)**2:.1f}")
print("checks complete")
```

Printed output:

```
Island density: 0.0040 nm^-2; true mean area: 250.0 nm^2
Mean spacing 1/sqrt(N): 15.81 nm; exclusion: 8.0 nm
Image side: 100 nm; mean islands per image: 40
Islands simulated per model: 61440
[Poisson] relative std of area: 0.528; mean width: 20.13 nm; largest: 54.0 nm
[Poisson] correlation of area and x-width: 0.773
[Poisson] Cov(A,wx+wy): 1230 nm^3; 2Cov(A,P)/pi: 1229 nm^3
[Poisson] side 50 nm, bias: direct -39.37, formula -39.32, large-image -24.58 nm^2
[Poisson] side 100 nm, bias: direct -15.23, formula -15.19, large-image -12.29 nm^2
[Poisson] side 200 nm, bias: direct -6.83, formula -6.80, large-image -6.14 nm^2
[Poisson] side 400 nm, bias: direct -3.19, formula -3.23, large-image -3.07 nm^2
[Poisson] 100 nm image: kept mean 234.8 nm^2, bias -6.08 %, std. error 0.16 nm^2
[Poisson] 100 nm image: fraction of zones kept 0.639
[depletion] relative std of area: 0.327; mean width: 19.96 nm; largest: 41.5 nm
[depletion] correlation of area and x-width: 0.706
[depletion] Cov(A,wx+wy): 477 nm^3; 2Cov(A,P)/pi: 476 nm^3
[depletion] side 50 nm, bias: direct -15.47, formula -15.49, large-image -9.53 nm^2
[depletion] side 100 nm, bias: direct -5.91, formula -5.91, large-image -4.76 nm^2
[depletion] side 200 nm, bias: direct -2.64, formula -2.64, large-image -2.38 nm^2
[depletion] side 400 nm, bias: direct -1.23, formula -1.25, large-image -1.19 nm^2
[depletion] 100 nm image: kept mean 244.1 nm^2, bias -2.36 %, std. error 0.07 nm^2
[depletion] 100 nm image: fraction of zones kept 0.641
Cut fraction by area quartile, small to large: 0.301, 0.342, 0.372, 0.421
Mean area in these quartiles (nm^2): 160, 214, 265, 362
Cut fraction, area within 2 % of mean: wider half 0.377, narrower half 0.348
Single images: kept zones 25.7, std of kept mean 27.0 nm^2
Average of single-image means minus truth: -3.08 nm^2
Fraction of single images with kept mean below truth: 0.579
Image area / island count, single images: mean 252.7, std 26.4 nm^2
Visible islands only: bias -9.10 nm^2, std. error 0.50 nm^2
Same kept islands with their true areas: bias -10.58 nm^2
Fraction of uncut drawn zones that are too large: 0.1438
Disc-union correction: mean 249.68 nm^2, std. error 0.70 nm^2
Largest disc-union width: 84.0 nm
Counterexample zones: 16 x 16 nm (256 nm^2) and 40 x 5 nm (200 nm^2)
Counterexample: true mean 224.56, kept mean 227.53, bias +2.97 nm^2
Finite islands: coverage 0.1 ML, mean radius 2.78 nm
One surface, point islands: polygon bias -5.97, pixel bias -6.04 nm^2
One surface, finite islands: pixel bias -7.86 nm^2
Shift from 3.2 to 1.6 nm pixels: point +0.17, finite +0.21 nm^2
Scanner length error 2 %: area error 10.1 nm^2
Images at which scatter of the average equals the bias: 20.9
checks complete
```
